# How much of the lanthanide contraction is due to relativity?

**Question**

Gold and mercury are explained by relativity, and lutetium is only a few places lighter. For Z = 71, Zα is about one half, so the inner electrons are fast and their orbitals shrink. I concluded that the lanthanide contraction, the steady decrease in size from La to Lu, is the same effect growing with Z. Is that right? If not, what causes the contraction, and can the relativistic part be given a number?

**Answer**

It is not right, and the claim can be tested directly: compute La and Lu once with the Schrödinger equation and once with the Dirac equation, with everything else fixed. The Schrödinger calculation gives 82 to 98 percent of the contraction in the seven measures below that are built on 5s, 5p, 6s or the whole density, and more than all of it for 5d. The cause is electrostatic.

### What is being compared

An atom has no edge, so a size measure \(R\) must be chosen, for example \(\langle r\rangle\) of one orbital. With NR for nonrelativistic and D for Dirac, define

\[
\Delta = R(\mathrm{La})-R(\mathrm{Lu}),\qquad s = 1-\frac{\Delta_{\rm NR}}{\Delta_{\rm D}} .
\]

The share \(s\) is the extra contraction due to relativity, relative to the Dirac contraction. "Mainly relativistic" would mean \(s>1/2\).

The model is a spherical, spin-unpolarised Kohn-Sham atom in the local density approximation (LDA; Slater exchange, VWN correlation) with a point nucleus and no Breit interaction. The ions are [Xe]4f\(^N\) and the neutral atoms [Xe]4f\(^N\)5d\(^1\)6s\(^2\), with \(N=0\) for La and 14 for Lu. Both calculations use the same functional, so only the kinetic operator differs. The algebra is in atomic units, where \(c=1/\alpha=137.036\). With the radial density \(n(r)=4\pi r^2\rho(r)\), the potential is \(V=-Z/r+v_H[n]+v_{xc}\), iterated to self-consistency.

### The two radial equations

For an orbital \(r^{-1}P(r)Y_{lm}\) the Schrödinger equation is

\[
-\tfrac12P''+\Big[\frac{l(l+1)}{2r^2}+V\Big]P=\varepsilon P .
\]

The Dirac equation, with the rest energy \(c^2\) subtracted, couples an upper spinor \(u\) and a lower spinor \(w\): \(Vu+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,w=\varepsilon u\) and \(c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,u+(V-2c^2)w=\varepsilon w\). Take \(u=r^{-1}P\chi_\kappa\) and \(w=ir^{-1}Q\chi_{-\kappa}\), where \(\chi_\kappa\) is a spin-angular function with \(\kappa=-(l+1)\) for \(j=l+\frac12\) and \(\kappa=l\) for \(j=l-\frac12\). Three facts reduce the angular part. First, since \((\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})^2=1\) and \((\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})(\boldsymbol\sigma\!\cdot\!\mathbf p)=\hat{\mathbf r}\!\cdot\!\mathbf p+i\boldsymbol\sigma\!\cdot\!(\hat{\mathbf r}\times\mathbf p)\), we have \(\boldsymbol\sigma\!\cdot\!\mathbf p=\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,(-i\partial_r+i\boldsymbol\sigma\!\cdot\!\mathbf L/r)\). Second, \(\boldsymbol\sigma\!\cdot\!\mathbf L=J^2-L^2-\frac34\) equals \(l\) or \(-(l+1)\) for the two values of \(j\), which is \(-(\kappa+1)\) in both cases. Third, \(\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\) conserves \(j\), reverses parity and squares to one, so it maps \(\chi_\kappa\) to \(\chi_{-\kappa}\) up to a phase, fixed here by \(\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\chi_{\pm\kappa}=-\chi_{\mp\kappa}\). Using \((P/r)'=P'/r-P/r^2\),

\[
\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{P}{r}\chi_\kappa=\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,(-i)\Big[\frac{P'}{r}-\frac{P}{r^2}+\frac{(\kappa+1)P}{r^2}\Big]\chi_\kappa=\frac{i}{r}\Big(P'+\frac{\kappa P}{r}\Big)\chi_{-\kappa}.
\]

The same formula with \(\kappa\to-\kappa\) and \(P\to iQ\) gives \(r^{-1}(-Q'+\kappa Q/r)\chi_\kappa\). Hence

\[
VP+c\Big(-Q'+\frac{\kappa}{r}Q\Big)=\varepsilon P,\qquad c\Big(P'+\frac{\kappa}{r}P\Big)+(V-2c^2)Q=\varepsilon Q .
\]

The second equation gives \(Q=c\,(P'+\kappa P/r)/(2c^2+\varepsilon-V)\). Where \(|\varepsilon-V|\ll 2c^2\) this is \(Q\approx(P'+\kappa P/r)/2c\), and the first equation then contains half of

\[
\Big(-\frac{d}{dr}+\frac{\kappa}{r}\Big)\Big(P'+\frac{\kappa P}{r}\Big)=-P''-\frac{\kappa P'}{r}+\frac{\kappa P}{r^2}+\frac{\kappa P'}{r}+\frac{\kappa^2P}{r^2}=-P''+\frac{\kappa(\kappa+1)}{r^2}P .
\]

Both values of \(\kappa\) give \(\kappa(\kappa+1)=l(l+1)\), so \(c\to\infty\) returns the Schrödinger equation. The next term of the denominator is smaller by \((\varepsilon-V)/2c^2\), so the leading correction is of order \(1/c^2\). The expansion fails for \(r\lesssim Z/2c^2\), which is why the \(1/c^2\) law is tested numerically below. Each \(nl\) occupation is shared between the two \(j\) levels in proportion to \(2j+1=2|\kappa|\), and "5p" means the average with weights 1/3 (5p\(_{1/2}\)) and 2/3 (5p\(_{3/2}\)).

The numerical check expands \(P\) in Gaussians \(g\) and \(Q\) in the functions \(g'+\kappa g/r\), as the relation above suggests. It is tested on exact one-electron energies and radii at \(Z=71\), on the analytic Hartree potential of hydrogen 1s, and on a virial relation. For the last, scale all orbitals as \(\psi\to\mu^{3/2}\psi(\mu\mathbf r)\). The Schrödinger kinetic energy \(T\) scales as \(\mu^2\); the Dirac term \(\langle c\,\boldsymbol\alpha\!\cdot\!\mathbf p\rangle\), the nuclear attraction \(V_{ne}\) and the Hartree energy \(J\) scale as \(\mu\); the mass term is unchanged. The LDA energy becomes \(\int\rho\,\epsilon_{xc}(\mu^3\rho)\,d^3r\), with derivative \(3\int\rho^2\epsilon_{xc}'\,d^3r\) at \(\mu=1\), and \(\rho\epsilon_{xc}'=v_{xc}-\epsilon_{xc}\) because \(v_{xc}=d(\rho\epsilon_{xc})/d\rho\). Stationarity at \(\mu=1\) requires

\[
K+V_{ne}+J+3\int n\,(v_{xc}-\epsilon_{xc})\,dr=0,\qquad K=2T\ \text{ or }\ \langle c\,\boldsymbol\alpha\!\cdot\!\mathbf p\rangle .
\]

The largest residual over the eight La and Lu calculations is \(5.5\times10^{-7}\) relative to \(K\).

### The contraction without relativity

The NR values of \(\langle r\rangle_{5p}\) for the 3+ ions with \(Z=57,59,\dots,71\) are 0.938, 0.901, 0.869, 0.840, 0.814, 0.791, 0.770 and 0.750 Å. They fall at every step, in a calculation that contains no \(c\).

Each step along the series adds one proton and one 4f electron. The potential of a spherical charge follows from the angular average, with \(t\) the cosine of the angle between \(\mathbf r\) and \(\mathbf r'\):

\[
\frac12\int_{-1}^{1}\frac{dt}{\sqrt{r^2+r'^2-2rr't}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac1{\max(r,r')} .
\]

So \(v_H[n](r)=r^{-1}\int_0^r n\,dr'+\int_r^\infty n/r'\,dr'\). For one 4f electron \(\int_0^\infty n_{4f}\,dr'=1\), so \(\int_0^r n_{4f}=1-\int_r^\infty n_{4f}\), and the electrostatic change of potential in one step, before anything else moves, is

\[
\delta V(r)=-\frac1r+v_H[n_{4f}](r)=-\int_r^\infty n_{4f}(r')\Big(\frac1r-\frac1{r'}\Big)dr'\le0 .
\]

The sign holds because \(r'>r\) in the integral. Write \(q(r)=\int_r^\infty n_{4f}\,dr'\) for the 4f charge outside \(r\), so that \(q'=-n_{4f}\) and \(\delta V=-q/r+\int_r^\infty n_{4f}/r'\,dr'\). Then

\[
\frac{d\,\delta V}{dr}=\frac{q}{r^2}+\frac{n_{4f}}{r}-\frac{n_{4f}}{r}=\frac{q(r)}{r^2}\ge0 .
\]

An electron at \(r\) feels an added inward force \(q(r)/r^2\): the part of the new proton left uncancelled equals the part of the 4f electron lying farther out. Far outside the 4f shell \(q=0\) and the step is invisible. At the nucleus \(q=1\) and the whole proton is felt.

First-order perturbation theory gives the shift of the 5p level in the frozen potential,

\[
\delta\varepsilon_{5p}=\langle\delta V\rangle_{5p}=-(1-\sigma)\langle 1/r\rangle_{5p},\qquad \sigma=\frac{\langle v_H[n_{4f}]\rangle_{5p}}{\langle1/r\rangle_{5p}}<1 .
\]

In NR Lu\(^{3+}\), \(\langle r\rangle_{4f}=0.364\) Å lies well inside \(\langle r\rangle_{5p}=0.750\) Å, yet \(\sigma=0.8495\). With \(\langle1/r\rangle_{5p}=24.896\) eV, the shift is \(-0.1505\times24.896=-3.75\) eV, which a finite-difference solution in \(V\pm\eta\,\delta V\) reproduces. The formula does not prove that this inward force also reduces \(\langle r\rangle\) of 5p, an orbital with nodes, so this was tested in the same way: the slope is \(-0.032\) Å per step.

These frozen-potential numbers overstate the real change. The mean self-consistent step is \(-0.0135\) Å, and the NR 5p eigenvalue moves from \(-44.62\) to \(-56.10\) eV, or \(11.48/14=0.82\) eV per step. The perturbation argument fixes the sign and origin of the effect, and \(\sigma\) is not an effective screening constant for the series. Nonlinearity along the series does not explain the gap. The last interval of the series, next to the ion where the frozen slope was taken, gives \((0.7497-0.7696)/2=-0.010\) Å per step, smaller still than the mean and about a third of the frozen value. The exchange-correlation term of the 4f electrons, left out of \(\delta V\), adds to the contraction (see \(\lambda=1\) below). What remains is the self-consistent response: the other electrons also move inward and screen part of \(\delta V\).

### Testing the cause

If incomplete screening is the cause, changing the size of the 4f charge must change the contraction. Take the 54 electrons of the xenon core, NR and self-consistent, in the field of 71 protons and a frozen charge \(14\,n_\lambda(r)\), with \(n_\lambda(r)=n_{4f}(r/\lambda)/\lambda\) built from the Lu\(^{3+}\) orbital. Substituting \(r'=\lambda y\) gives \(q_\lambda(r)=q(r/\lambda)\), which grows with \(\lambda\) because \(q\) decreases with its argument. Since \(\delta V\) vanishes at infinity, \(\delta V_\lambda(r)=-\int_r^\infty q_\lambda/r'^2\,dr'\) deepens with \(\lambda\) at every \(r\). As \(\lambda\to0\) the charge cancels 14 protons and the system is La\(^{3+}\). As \(\lambda\to\infty\) it screens nothing and the system is Lu\(^{17+}\). The 5p contraction relative to La\(^{3+}\) is:

| 4f charge | contraction (Å) | fraction of \(\Delta_{\rm NR}\) |
|---|---|---|
| \(\lambda=0.1\) | 0.032 | 0.17 |
| \(\lambda=0.25\) | 0.065 | 0.35 |
| \(\lambda=0.5\) | 0.096 | 0.51 |
| \(\lambda=1\) | 0.177 | 0.94 |
| absent | 0.424 | 2.25 |

At \(\lambda=1\) the model differs from real NR Lu\(^{3+}\) only in leaving the 4f density out of \(v_{xc}\). Electrostatics therefore gives 94 percent of \(\Delta_{\rm NR}\) in this model, and exchange-correlation with the 4f electrons gives the other 6 percent. The real shell removes \(1-0.1887/0.4244=0.56\) of the unscreened contraction. Down to \(\lambda=0.1\) the fall is slow: a shell ten times smaller still leaves 17 percent. A plausible reason, not tested, is that the inner lobes of 5p reach inside even so small a shell. Below that the fall is fast and passes slightly through zero (fractions \(-0.014\) at \(\lambda=0.03\) and \(-0.009\) at \(\lambda=0.01\)), so a deeper \(\delta V_\lambda\) does not by itself guarantee a smaller 5p once the other shells relax.

### How large relativity is for one atom

The question's estimate can be made exact for a one-electron 1s state, with \(\kappa=-1\) and \(V=-Z/r\). Try \(P=r^\gamma e^{-\beta r}\), \(Q=bP\), so \(P'=(\gamma/r-\beta)P\). Dividing both radial equations by \(P\) and matching the \(1/r\) and constant terms separately gives

\[
-Z-cb(\gamma+1)=0,\quad cb\beta=\varepsilon,\quad c(\gamma-1)=bZ,\quad -c\beta=b(\varepsilon+2c^2).
\]

The first gives \(b=-Z/[c(1+\gamma)]\). In the third this yields \(c^2(\gamma-1)(\gamma+1)=-Z^2\), so \(\gamma=\sqrt{1-Z^2\alpha^2}\). Inserting the second in the fourth gives \(\beta(1+b^2)=-2cb\). Since \(b^2=(1-\gamma^2)/(1+\gamma)^2=(1-\gamma)/(1+\gamma)\), we have \(1+b^2=2/(1+\gamma)\) and \(\beta=-cb(1+\gamma)=Z\). The density is proportional to \(r^{2\gamma}e^{-2Zr}\), and \(\int_0^\infty r^ae^{-2Zr}dr=\Gamma(a+1)/(2Z)^{a+1}\) gives

\[
\langle r\rangle=\frac{\Gamma(2\gamma+2)}{2Z\,\Gamma(2\gamma+1)}=\frac{2\gamma+1}{2Z}.
\]

The NR value (\(\gamma=1\)) is \(3/2Z\), so the fractional contraction is \(1-(2\gamma+1)/3=\frac23(1-\gamma)\approx(Z\alpha)^2/3\), using \(\gamma\approx1-(Z\alpha)^2/2\). At \(Z=71\), \(Z\alpha=0.5181\) and \(\gamma=0.8553\), so the contraction is \(\frac23\times0.1447=0.0965\), against 0.0895 at leading order. A \(Z\alpha\) of one half shrinks 1s by one tenth, because it enters squared and divided by three.

For the many-electron ion define \(\delta=R_{\rm NR}-R_{\rm D}\) and \(f=\delta/R_{\rm NR}\). Replacing \(c\) by \(mc\), the product \(m^2\delta\) for Lu\(^{3+}\) 5s is 0.0511 Å at \(m=4\) and 0.0510 Å at \(m=8\). This confirms the \(1/c^2\) law and shows that the Dirac calculation tends to the Schrödinger one. The physical value at \(m=1\) is 0.0548 Å, 7 percent above the \(m=8\) product, which measures the higher orders.

### Why the share is small

Writing \(R_{\rm D}=R_{\rm NR}-\delta\) for each element,

\[
\Delta_{\rm D}=[R_{\rm NR}(\mathrm{La})-\delta_{\rm La}]-[R_{\rm NR}(\mathrm{Lu})-\delta_{\rm Lu}]=\Delta_{\rm NR}+\delta_{\rm Lu}-\delta_{\rm La},\qquad s=\frac{\delta_{\rm Lu}-\delta_{\rm La}}{\Delta_{\rm D}} .
\]

Lanthanum has \(Z\alpha=0.416\) and is already relativistic, so only the growth of \(\delta\) along the series counts. Moreover \(\delta=fR_{\rm NR}\), and the larger \(f\) of Lu multiplies a smaller radius; a constant positive \(f\) would make \(s\) negative.

For 5s of the ions, \(\Delta_{\rm NR}=0.8472-0.6718=0.1754\) Å. The shifts are \(\delta_{\rm La}=0.0336\) Å and \(\delta_{\rm Lu}=0.0548\) Å, whose difference is 0.0212 Å, so \(\Delta_{\rm D}=0.1754+0.0212=0.1966\) Å and \(s=0.0212/0.1966\approx0.11\). The fractions are \(f=0.0396\) and 0.0815, a ratio of 2.06, which exceeds the hydrogenic \((71/57)^2=1.55\). The \(Z^2\) law was derived for one electron and need not hold for a screened orbital. Part of the excess comes from the change of the potential at self-consistency: the direct shifts tabulated below give fractions of \(0.0472/0.8472=0.056\) and \(0.0661/0.6718=0.098\), a ratio of only 1.77.

For 5p, \(\delta_{\rm La}=0.0105\) Å, \(\delta_{\rm Lu}=0.0260\) Å and \(s=0.0155/0.2041\approx0.08\). The main result is \(\Delta_{\rm NR}=0.189\) Å (0.357 bohr) against \(\Delta_{\rm D}=0.204\) Å (0.386 bohr). All measures are listed here, the first six for the 3+ ions and the last two for the neutral atoms:

| measure | \(\Delta_{\rm NR}\) (Å) | \(\Delta_{\rm D}\) (Å) | \(s\) |
|---|---|---|---|
| \(\langle r\rangle\) 5s | 0.175 | 0.197 | 0.11 |
| \(\langle r\rangle\) 5p | 0.189 | 0.204 | 0.08 |
| \(\langle r\rangle\) 5p\(_{1/2}\) | 0.189 | 0.216 | 0.13 |
| \(\langle r\rangle\) 5p\(_{3/2}\) | 0.189 | 0.198 | 0.05 |
| peak of 5p density | 0.189 | 0.202 | 0.07 |
| radius with one electron outside | 0.220 | 0.224 | 0.02 |
| \(\langle r\rangle\) 6s | 0.333 | 0.405 | 0.18 |
| \(\langle r\rangle\) 5d | 0.117 | 0.063 | −0.87 |

Only 5s, 5p\(_{1/2}\) and 6s have a positive share above a tenth in this model, and none of them reaches a fifth. For the 3+ ions, the 5p average, the peak of the 5p density and the radius with one electron outside have shares below a tenth. The 5d entry is large but negative: relativity cancels \(0.0542/0.1167=46\) percent of the NR contraction and is an opponent of it, not a source. The size of this entry depends strongly on the model: with the 5d electron placed wholly in 5d\(_{3/2}\), as in the ground term of both atoms, \(s\) is \(-0.37\) and the cancelled part about 27 percent.

### Why the share depends on the measure

Split \(\delta\) in two. The direct part comes from solving the Dirac equation in the frozen NR potential. The indirect part is the remainder, due to the change of the potential at self-consistency. Positive values mean contraction, in Å:

| orbital | La direct | La indirect | Lu direct | Lu indirect |
|---|---|---|---|---|
| 5s | 0.047 | −0.014 | 0.066 | −0.011 |
| 5p | 0.030 | −0.020 | 0.044 | −0.018 |
| 6s | 0.164 | −0.069 | 0.246 | −0.079 |
| 5d | 0.034 | −0.110 | 0.076 | −0.206 |

The direct part contracts all four orbitals and the indirect part expands all four. The indirect sign agrees with the force formula: charge that moves inward across \(r\) lowers the electronic charge outside \(r\) and so weakens the inward pull there. For 5d the indirect part wins, and it grows from La to Lu: \((0.0760-0.0344)+(-0.2057+0.1099)=0.0416-0.0958=-0.0542\) Å. For 6s the direct part wins: \(0.0816-0.0101=0.0715\) Å.

The 4f shell behaves like 5d. In Lu\(^{3+}\), \(\langle r\rangle_{4f}\) goes from 0.3641 Å (NR) to 0.3570 Å (Dirac, frozen potential) and 0.3794 Å (Dirac, self-consistent), a net expansion of \(0.0153/0.3641=4\) percent that is wholly indirect. By the \(\lambda\) scan a larger 4f shell screens worse, so one might expect much of the relativistic share to arrive by this route. For 5s and 5p the net indirect contribution to \(\delta_{\rm Lu}-\delta_{\rm La}\) is small (for 5d it dominates), but it is a sum of opposing terms and does not bound the part due to the 4f shell alone. For 5p the direct parts give \(0.0444-0.0302=0.0142\) Å of the 0.0155 Å, and the indirect parts \(-0.0184+0.0197=0.0013\) Å. The 4f part can be isolated by freezing the 4f density of one calculation in the other and relaxing the xenon core. The Dirac 4f density in the NR ion contracts 5p by 0.009 Å and 5s by 0.007 Å; the NR 4f density in the Dirac ion removes 0.009 and 0.006 Å. The 4f expansion thus supplies more than half of the 0.0155 Å for 5p and about 30 percent of the 0.0212 Å for 5s, and it is what keeps the indirect expansion of 5s and 5p from growing in Lu.

The two 5p levels differ at the nucleus. With \(P=ar^\gamma\), \(Q=br^\gamma\), the most singular terms of the radial equations are \(-Za+c(\kappa-\gamma)b=0\) and \(c(\gamma+\kappa)a-Zb=0\). A nonzero solution needs \(c^2(\kappa^2-\gamma^2)=Z^2\), so \(\gamma=\sqrt{\kappa^2-Z^2\alpha^2}\). The exponent depends on \(|\kappa|\) and not on \(l\): p\(_{1/2}\) (\(\kappa=1\)) starts like s\(_{1/2}\), with \(\gamma<1\), while p\(_{3/2}\) (\(\kappa=-2\)) starts near \(r^2\), so its radial density vanishes faster at the nucleus. The fractions computed for the 5s and 5p levels follow this grouping, but the exponent was not tested as their cause: \(f\) includes the indirect part, and the direct fraction of Lu 5d, \(0.0760/1.3944=0.055\), is close to that of 5p, \(0.0444/0.7497=0.059\), despite the larger \(|\kappa|\). In Lu\(^{3+}\), \(f\) is 0.084 for 5p\(_{1/2}\), 0.082 for 5s and 0.010 for 5p\(_{3/2}\), and the program asserts the ordering of the two 5p shares. Four of the six 5p electrons are 5p\(_{3/2}\), which holds the 5p average down.

### What survives of the idea, and the limits

Relativity does add to the contraction of the s and p orbitals, most for 6s, and it dominates quantities that vanish without it: the 5p spin-orbit splitting of the eigenvalues grows from \(46.78-44.07=2.71\) eV in La\(^{3+}\) to \(63.36-56.21=7.15\) eV in Lu\(^{3+}\). The small shares do not contradict the relativistic explanation of gold and mercury, where \(\delta\) of a single element is the issue and not a difference across a filling shell.

The shares are LDA values. Relativistically corrected LDA exchange together with a finite nucleus changes the seven positive shares by at most 0.003. Forcing the correct Coulomb tail on the potential changes the six ion shares by at most 0.005 and raises the 6s share to 0.20, but for 5d it gives \(\Delta_{\rm NR}\) and \(\Delta_{\rm D}\) opposite signs, where \(s\) has no meaning; the 5d share is therefore not fixed even in its first decimal. Gradient-corrected and exact exchange were not tested, so the second decimal of the other shares should not be relied on beyond this model, and the 0.02 rests on a difference of only 0.004 Å. La\(^{3+}\) and Lu\(^{3+}\) are closed-shell, so the spherical unpolarised treatment is no restriction for them; it is an averaging approximation for the intermediate ions and for the single 5d electron of the atoms. Finally, these are sizes of free atoms and ions. A bond length in a compound may depend on several of these shells, whose shares here range from −0.87 to 0.18, and it needs its own pair of calculations.

## Computed values

```
c = 137.036 au, bohr = 0.52918 A, hartree = 27.2114 eV
Z*alpha: La 0.4159, Lu 0.5181; (71/57)^2 = 1.552
Z=71 1s: gamma 0.8553, contraction 0.0965, (Za)^2/3 0.0895
NR <r>5p (A), Z=57,59,..,71: 0.9383 0.9007 0.8685 0.8400 0.8144 0.7911 0.7696 0.7497
largest relative virial residual: 5.5e-07
Lu3+ NR: <r>4f 0.3641 A, 5p <1/r> energy 24.896 eV, sigma 0.8495
5p shift per step: <dV> -3.7469 eV, finite difference -3.7469 eV
<r>5p change per step: unrelaxed -0.0319 A, mean self-consistent -0.0135 A
4f size factor 1.00: 5p contraction 0.1773 A = 0.940 of full NR
4f size factor 0.50: 5p contraction 0.0962 A = 0.510 of full NR
4f size factor 0.25: 5p contraction 0.0651 A = 0.345 of full NR
4f size factor 0.10: 5p contraction 0.0316 A = 0.168 of full NR
no 4f shell (Lu17+): 5p contraction 0.4244 A = 2.250 of full NR
Lu3+ 5s m^2*delta(m*c): m=4 0.0511 A, m=8 0.0510 A
measure | La NR, Lu NR, La D, Lu D | Delta NR, Delta D (A) | share
<r>5s ion | 0.8472 0.6718 0.8137 0.6170 | 0.1754 0.1966 | 0.108
<r>5p ion | 0.9383 0.7497 0.9279 0.7237 | 0.1887 0.2041 | 0.076
<r>5p1/2 ion | 0.9383 0.7497 0.9028 0.6871 | 0.1887 0.2157 | 0.125
<r>5p3/2 ion | 0.9383 0.7497 0.9404 0.7420 | 0.1887 0.1984 | 0.049
peak 5p ion | 0.8418 0.6533 0.8303 0.6283 | 0.1885 0.2020 | 0.067
R(1 e outside) | 1.2712 1.0512 1.2531 1.0294 | 0.2200 0.2237 | 0.017
<r>6s atom | 2.4107 2.0777 2.3157 1.9111 | 0.3331 0.4046 | 0.177
<r>5d atom | 1.5111 1.3944 1.5866 1.5241 | 0.1167 0.0625 | -0.867
measure | delta La, delta Lu, difference (A) | fractional La, Lu
<r>5s ion | 0.0336 0.0548 0.0212 | 0.0396 0.0815
<r>5p ion | 0.0105 0.0260 0.0155 | 0.0112 0.0346
<r>5p1/2 ion | 0.0355 0.0626 0.0271 | 0.0379 0.0835
<r>5p3/2 ion | -0.0020 0.0077 0.0097 | -0.0022 0.0102
peak 5p ion | 0.0115 0.0250 0.0135 | 0.0136 0.0383
R(1 e outside) | 0.0182 0.0219 0.0037 | 0.0143 0.0208
<r>6s atom | 0.0951 0.1666 0.0715 | 0.0394 0.0802
<r>5d atom | -0.0755 -0.1297 -0.0542 | -0.0500 -0.0930
Delta <r>5p ion in bohr: NR 0.3565, Dirac 0.3858
orbital | La direct, indirect | Lu direct, indirect (A)
5s ion | 0.0472 -0.0137 | 0.0661 -0.0114
5p ion | 0.0302 -0.0197 | 0.0444 -0.0184
6s atom | 0.1639 -0.0688 | 0.2455 -0.0789
5d atom | 0.0344 -0.1099 | 0.0760 -0.2057
Lu3+ <r>4f: NR 0.3641, Dirac in NR potential 0.3570, Dirac SCF 0.3794 A
La3+ eps 5p (eV): NR -44.62, p1/2 -46.78, p3/2 -44.07
Lu3+ eps 5p (eV): NR -56.10, p1/2 -63.36, p3/2 -56.21
```
